# Final width of a misaligned groove etched in (100) silicon: verification in Python

```python
"""
Result under test: a rectangular mask opening (length L, width W) on Si(100),
turned by an angle delta from [110], ends as a pit bounded by nonetching {111}
planes with, at the wafer surface,
    final width  = W cos(delta) + L |sin(delta)|
    final length = L cos(delta) + W |sin(delta)|
    depth        = final width / sqrt(2)   (width not larger than length).
Lengths of the worked example are in micrometres. The atomistic test counts
lengths in atomic rows; one row pitch is (cubic lattice constant)/sqrt(2).
"""
import itertools
import math
import numpy as np
from scipy.optimize import linprog


def final_outline(length, width, angle):
    """Derived formulas: final width and final length."""
    c, s = math.cos(angle), abs(math.sin(angle))
    return width * c + length * s, length * c + width * s


# ---------- atom-by-atom etching of the diamond lattice ----------
# Site coordinates are integers in units of a quarter lattice constant.
# Even sites bond along BONDS[1], odd sites along BONDS[-1].
BONDS = {1: [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]}
BONDS[-1] = [tuple(-q for q in d) for d in BONDS[1]]
SECOND = [v for v in itertools.product((-2, 0, 2), repeat=3)
          if sum(abs(q) for q in v) == 4]
TERRACE = {d: [v for v in SECOND if sum(p * q for p, q in zip(d, v)) == 0]
           for d in BONDS[1] + BONDS[-1]}
assert len(SECOND) == 12 and all(len(t) == 6 for t in TERRACE.values())


def etch_lattice(length_rows, width_rows, angle):
    """Etch until nothing changes; return width, length, depth of the pit.

    An atom leaves if two or more bonds are missing, or if one bond is missing
    and its {111} terrace is incomplete around it. Sites above the surface
    stand for the mask: permanent outside the opening, absent inside it.
    Width and length are in rows; depth is in atomic layers.
    """
    c, s = math.cos(angle), math.sin(angle)
    half_length, half_width = 2.0 * length_rows, 2.0 * width_rows
    removed = set()

    def empty(x, y, z):
        if z > 0:
            u, v = x + y, y - x
            return (abs(u * c + v * s) <= half_length
                    and abs(v * c - u * s) <= half_width)
        return (x, y, z) in removed

    reach = int(half_length + half_width) // 2 * 2 + 4
    stack = [(x, y, 0) for x in range(-reach, reach + 1, 2)
             for y in range(-reach, reach + 1, 2) if (x + y) % 4 == 0]
    while stack:
        site = stack.pop()
        x, y, z = site
        if z > 0 or site in removed:
            continue
        bonds = BONDS[1 if x % 2 == 0 else -1]
        missing = [d for d in bonds if empty(x + d[0], y + d[1], z + d[2])]
        if not missing:
            continue
        if len(missing) == 1 and not any(
                empty(x + t[0], y + t[1], z + t[2])
                for t in TERRACE[missing[0]]):
            continue
        removed.add(site)
        assert len(removed) < 150000, "etching does not stop"
        for d in bonds:
            stack.append((x + d[0], y + d[1], z + d[2]))
        for t in SECOND:
            stack.append((x + t[0], y + t[1], z + t[2]))
    top = [(x + y, y - x) for x, y, z in removed if z == 0]
    along = [p[0] for p in top]
    across = [p[1] for p in top]
    return ((max(across) - min(across)) / 4 + 1,
            (max(along) - min(along)) / 4 + 1,
            1 - min(site[2] for site in removed))


test_length, test_width = 75, 10
print(f"Lattice test opening: {test_length} x {test_width} rows")
for degrees in (0.0, 4.0, 8.0):
    angle = math.radians(degrees)
    w_sim, l_sim, layers = etch_lattice(test_length, test_width, angle)
    w_formula, l_formula = final_outline(test_length, test_width, angle)
    print(f"  {degrees:.0f} deg: width etched {w_sim:.0f}, formula "
          f"{w_formula:.1f} rows; length {l_sim:.0f}, {l_formula:.1f} rows")
    # Opening corners are resolved only to about one row on each side.
    assert abs(w_sim - w_formula) <= 3
    assert abs(l_sim - l_formula) <= 3
    # One layer is a/4 and one row a/sqrt(2): depth = width/sqrt(2) means
    # two layers per row of width, apart from the discrete groove bottom.
    print(f"         depth etched {layers} layers, from etched width "
          f"{2 * w_sim:.0f} layers")
    assert abs(layers - 2 * w_sim) <= 4

# ---------- worked example ----------
L, W, delta_deg, wafer = 5000.0, 50.0, 1.0, 525.0
delta = math.radians(delta_deg)
final_width, final_length = final_outline(L, W, delta)
depth = final_width / math.sqrt(2)
bottom_length = final_length - final_width
assert final_width < final_length and depth < wafer

# Smallest pit made of {111} half-spaces that contains the opening, in 3D.
along_axis = np.array([1.0, 1.0, 0.0]) / math.sqrt(2)
across_axis = np.array([-1.0, 1.0, 0.0]) / math.sqrt(2)
long_side = math.cos(delta) * along_axis + math.sin(delta) * across_axis
short_side = -math.sin(delta) * along_axis + math.cos(delta) * across_axis
corners = np.array([p * L / 2 * long_side + q * W / 2 * short_side
                    for p, q in ((1, 1), (-1, 1), (-1, -1), (1, -1))])
normals = np.array([[p, q, -1.0] for p in (1, -1) for q in (1, -1)])
normals /= math.sqrt(3)
offsets = (corners @ normals.T).max(axis=0)


def pit_maximum(direction, highest_z=0.0):
    """Largest coordinate of the pit along a direction, below highest_z."""
    answer = linprog(-np.asarray(direction), A_ub=normals, b_ub=offsets,
                     bounds=[(None, None), (None, None), (None, highest_z)],
                     method="highs")
    assert answer.status == 0
    return -answer.fun


pit_width = pit_maximum(across_axis) + pit_maximum(-across_axis)
pit_length = pit_maximum(along_axis) + pit_maximum(-along_axis)
pit_depth = pit_maximum([0.0, 0.0, -1.0])
near_bottom = -pit_depth + 1e-3
pit_bottom = (pit_maximum(along_axis, near_bottom)
              + pit_maximum(-along_axis, near_bottom))
assert abs(pit_width - final_width) < 1e-5
assert abs(pit_length - final_length) < 1e-5
assert abs(pit_depth - depth) < 1e-5
assert abs(pit_bottom - bottom_length) < 1e-2  # section 0.001 um above bottom

wall_angle = math.degrees(math.acos(abs(normals[0, 2])))
assert abs(math.tan(math.radians(wall_angle)) - math.sqrt(2)) < 1e-12

print(f"Opening length L: {L:.0f} um")
print(f"Opening width W: {W:.0f} um")
print(f"Misalignment: {delta_deg:.1f} deg = {delta:.6f} rad")
print(f"sin, cos of misalignment: {math.sin(delta):.6f}, "
      f"{math.cos(delta):.6f}")
print(f"Wafer thickness: {wafer:.0f} um")
print(f"Angle between {{111}} wall and surface: {wall_angle:.2f} deg")
print(f"Term W cos(delta): {W * math.cos(delta):.3f} um")
print(f"Term L sin(delta): {L * math.sin(delta):.3f} um")
print(f"Final groove width: {final_width:.2f} um = "
      f"{final_width / 1000:.4f} mm")
print(f"Final width from 3D half-spaces: {pit_width:.2f} um")
print(f"Final width / opening width: {final_width / W:.3f}")
print(f"Final groove length: {final_length:.2f} um")
print(f"Final groove depth: {depth:.2f} um")
print(f"Length of bottom line: {bottom_length:.2f} um")
aligned_width, _ = final_outline(L, W, 0.0)
print(f"Aligned groove: width {aligned_width:.2f} um, depth "
      f"{aligned_width / math.sqrt(2):.2f} um")

# Undercut of both long edges, from the actual positions of the mask edges.
g = corners @ along_axis
t = corners @ across_axis
undercut_sum = L * math.sin(delta) - W * math.sin(delta)**2 / math.cos(delta)
for section in (-2400.0, 0.0, 2400.0):
    upper_edge = np.interp(section, [g[1], g[0]], [t[1], t[0]])
    lower_edge = np.interp(section, [g[2], g[3]], [t[2], t[3]])
    upper = pit_maximum(across_axis) - upper_edge
    lower = lower_edge + pit_maximum(-across_axis)
    assert upper > 0 and lower > 0
    assert abs(upper + lower - undercut_sum) < 1e-5
    print(f"Undercut at {section:.0f} um along groove: {upper:.2f} um and "
          f"{lower:.2f} um")
print(f"Sum of the two undercuts: {undercut_sum:.2f} um")

small_angle = W + L * delta
assert abs(small_angle - pit_width) < 1e-3 * pit_width
print(f"Small-angle estimate W + L delta: {small_angle:.2f} um")
print(f"Its error: {small_angle - final_width:.3f} um")
for degrees in (0.1, 0.5, 2.0):
    other_width, _ = final_outline(L, W, math.radians(degrees))
    print(f"Final width at {degrees:.1f} deg: {other_width:.2f} um")
for other_length in (500.0, 50000.0):
    other_width, _ = final_outline(other_length, W, delta)
    print(f"Final width at {delta_deg:.0f} deg for L = {other_length:.0f} um: "
          f"{other_width:.2f} um")

print("checks complete")
```

Printed output:

```
Lattice test opening: 75 x 10 rows
  0 deg: width etched 11, formula 10.0 rows; length 75, 75.0 rows
         depth etched 21 layers, from etched width 22 layers
  4 deg: width etched 15, formula 15.2 rows; length 75, 75.5 rows
         depth etched 29 layers, from etched width 30 layers
  8 deg: width etched 21, formula 20.3 rows; length 75, 75.7 rows
         depth etched 41 layers, from etched width 42 layers
Opening length L: 5000 um
Opening width W: 50 um
Misalignment: 1.0 deg = 0.017453 rad
sin, cos of misalignment: 0.017452, 0.999848
Wafer thickness: 525 um
Angle between {111} wall and surface: 54.74 deg
Term W cos(delta): 49.992 um
Term L sin(delta): 87.262 um
Final groove width: 137.25 um = 0.1373 mm
Final width from 3D half-spaces: 137.25 um
Final width / opening width: 2.745
Final groove length: 5000.11 um
Final groove depth: 97.05 um
Length of bottom line: 4862.86 um
Aligned groove: width 50.00 um, depth 35.36 um
Undercut at -2400 um along groove: 85.52 um and 1.73 um
Undercut at 0 um along groove: 43.62 um and 43.62 um
Undercut at 2400 um along groove: 1.73 um and 85.52 um
Sum of the two undercuts: 87.25 um
Small-angle estimate W + L delta: 137.27 um
Its error: 0.012 um
Final width at 0.1 deg: 58.73 um
Final width at 0.5 deg: 93.63 um
Final width at 2.0 deg: 224.47 um
Final width at 1 deg for L = 500 um: 58.72 um
Final width at 1 deg for L = 50000 um: 922.61 um
checks complete
```
